Neon 1s binding energy: eigenvalue, half core hole and Delta-SCF

**Setting**

A free neon atom is treated without relativity in the local spin-density approximation (LSDA), with Slater exchange and VWN correlation. A fraction f of an electron is removed from the spin-up 1s orbital, 0 ≤ f ≤ 1, and all other occupied spin orbitals keep occupation one. For each f the orbitals are made self-consistent. The total energy is E(f) and the spin-up 1s eigenvalue is ε(f). The binding energy within this model is

B = E(1) − E(0),

a positive number. Define also g(f) = −ε(f). Formulas are in atomic units; energies are quoted in eV unless marked otherwise, with 1 hartree = 27.2114 eV.

The energy functional is

E = Σᵢ nᵢ ⟨φᵢ|t + v|φᵢ⟩ + E_H[ρ] + Exc[ρ↑, ρ↓],

where i runs over spin orbitals with occupations nᵢ, t is the kinetic energy operator, v the nuclear attraction and E_H the Hartree energy of the total density ρ = ρ↑ + ρ↓.

**Part (a). The eigenvalue and the total energy**

Find dE/df in terms of ε(f), and hence write B as an integral over eigenvalues.

**Model answer**

When f changes, E changes through the occupation n₁ₛ = 1 − f and through the orbitals. Take the occupation first, with the orbitals held fixed. The 1s orbital φ enters the one-electron term directly and enters the density through n₁ₛ|φ|². Since the derivatives of E_H and Exc with respect to the spin-up density are the potentials v_H and vxc↑,

∂E/∂n₁ₛ = ⟨φ|t + v + v_H + vxc↑|φ⟩ = ε.

The change of the orbitals contributes

Σᵢ nᵢ (⟨∂φᵢ|h|φᵢ⟩ + ⟨φᵢ|h|∂φᵢ⟩),

where h is the Kohn-Sham Hamiltonian of the relevant spin. Because hφᵢ = εᵢφᵢ, this equals Σᵢ nᵢεᵢ ∂⟨φᵢ|φᵢ⟩, which is zero because the orbitals stay normalized. Therefore dE/dn₁ₛ = ε, which is Janak's theorem. With dn₁ₛ = −df,

dE/df = −ε(f) = g(f),

B = ∫₀¹ g(f) df.

The argument needs stationary orbitals, not a minimum of the energy. This matters because the core-hole state is an excited stationary state.

**Part (b). Three estimates of the binding energy**

The self-consistent calculations give

E(0) = −128.233095 hartree, E(1) = −96.530931 hartree,

g(0) = 824.66, g(1/2) = 864.38, g(1) = 891.43.

Evaluate B by full Delta-SCF, and find the errors of the ground-state eigenvalue and of the half core hole relative to it. Derive the leading correction to the half-hole rule and estimate it from the data. Then find a two-point rule that uses f = 0 and one other occupation and integrates every quadratic g without error.

**Model answer**

Delta-SCF is the difference of the two total energies:

B = −96.530931 + 128.233095 = 31.702164 hartree = 862.66 eV.

The ground-state eigenvalue gives 824.66, which is too small by 862.66 − 824.66 = 38.00. The half core hole gives 864.38, which is too large by 1.72.

To see why half a hole does well, put u = f − 1/2 and expand g about the midpoint:

g = g(1/2) + g′(1/2) u + g″(1/2) u²/2 + …

Over −1/2 ≤ u ≤ 1/2 the linear term integrates to zero and ∫u² du = 1/12. Hence

B = g(1/2) + g″(1/2)/24 + …

The half hole is therefore correct when g is linear, that is, when E is quadratic in f. The second difference with step 1/2 estimates the curvature:

g″ ≈ 4[g(0) − 2g(1/2) + g(1)]
 = 4(824.66 − 1728.76 + 891.43)
 = −50.7.

Dividing by 24 gives a correction of −2.1, compared with the required −1.7. The sign and rough size are right, but a step of 1/2 is too coarse to give the curvature at the midpoint, because g varies beyond second order. A difference with step 0.1 gives −33.3, and extrapolation to zero step gives g″(1/2) ≈ −32.9, so the leading term itself is about −1.4, and the higher-order terms add about −0.35 with the same sign.

For the two-point rule let the second occupation be a, with weight w, so that f = 0 has weight 1 − w. Constants are then integrated correctly. The functions f and f² require

wa = 1/2, wa² = 1/3.

Division gives a = 2/3, and then w = 3/4:

B ≈ g(0)/4 + 3g(2/3)/4.

For neon the calculation gives 863.33 for this combination, 0.67 above Delta-SCF. The remaining error shows that g is not quadratic over the whole interval.

**Part (c). Separating self-interaction from relaxation**

Let φ be the ground-state spin-up 1s orbital and n = |φ|² its density. Remove φ while keeping every other orbital frozen, and call the energy difference B_fr. Define

S = B_fr + ε(0), R = B_fr − B.

Derive an expression for S in terms of n and the ground-state densities. Given B_fr = 886.34 and the Hartree self-energy

U = ½ ∬ n(r)n(r′)/|r − r′| dr dr′ = 80.64,

obtain S, its exchange-correlation part, and R. Explain the sign of the error in the eigenvalue.

**Model answer**

Keep a general f, since it will be needed again. The frozen density is ρ − fn, and the Hartree energy is quadratic in the density:

E_H[ρ − fn] = E_H[ρ] − f⟨φ|v_H|φ⟩ + f²U.

The one-electron energy falls by f⟨φ|t + v|φ⟩. The frozen energy E_fr(f) is therefore

E_fr(f) − E(0) = −f⟨φ|t + v + v_H|φ⟩ + f²U + Exc[ρ↑ − fn, ρ↓] − Exc[ρ↑, ρ↓].

The ground-state eigenvalue is ε(0) = ⟨φ|t + v + v_H + vxc↑|φ⟩, so the first term can be replaced by −fε(0) + f⟨φ|vxc↑|φ⟩:

E_fr(f) − E(0) = −fε(0) + f²U + Exc[ρ↑ − fn, ρ↓] − Exc[ρ↑, ρ↓] + f⟨φ|vxc↑|φ⟩.

Setting f = 1 and adding ε(0) gives

S = U + Exc[ρ↑ − n, ρ↓] − Exc[ρ↑, ρ↓] + ⟨φ|vxc↑|φ⟩.

The numbers are

S = 886.34 − 824.66 = 61.68,

S − U = 61.68 − 80.64 = −18.96,

R = 886.34 − 862.66 = 23.68.

Eliminating B_fr from the two definitions gives

B = −ε(0) + S − R = 824.66 + 61.68 − 23.68 = 862.66.

The term U has a direct meaning. The expectation value ⟨φ|v_H|φ⟩ contains the repulsion of n by itself as 2U, whereas the total energy contains it as U. The eigenvalue is therefore raised by more self-repulsion than the energy loses on removal. Exchange-correlation compensates part of this, and 61.68 is left. Relaxation acts the other way: the remaining electrons adjust to the hole and lower the final energy by 23.68. The eigenvalue underestimates B because S exceeds R, by 38.00.

An exact functional for a one-electron atom provides a limiting case. There Exc[n, 0] = −U and ⟨φ|vxc↑|φ⟩ = −2U. After removal no electron is left, so S = U + U − 2U = 0, and there is nothing to relax.

In neon, S also contains the change in exchange-correlation between φ and the other electrons. It is the departure from Koopmans' theorem at frozen orbitals, called here the self-interaction term because self-repulsion drives it. The sign of R is a result of the calculation: the core-hole state is not the lowest state of the ion, so a minimum principle does not guarantee R > 0.

**Part (d). Hartree-Fock as a control**

Find S in Hartree-Fock theory for the same process. The spin-unrestricted Hartree-Fock calculation gives −ε(0) = 891.78, −ε(1/2) = 868.16 and B = 868.35. Find R and the half-hole error, and compare with LSDA.

**Model answer**

The exchange energy of the spin-up electrons is

Eₓ↑ = −½ ∬ |γ(r, r′)|²/|r − r′| dr dr′,

with γ the spin-up density matrix. Removing a fraction f of φ changes γ by −fφ(r)φ*(r′). The change of Eₓ↑ has a linear part, which supplies the exchange contribution to −fε(0), and a quadratic part

−½f² ∬ |φ(r)|²|φ(r′)|²/|r − r′| dr dr′ = −f²U.

This cancels the Hartree term f²U, so

E_fr(f) = E(0) − fε(0).

At f = 1 this gives B_fr = −ε(0), which is Koopmans' theorem, and S = 0. What separates the eigenvalue from B is then relaxation alone:

R = 891.78 − 868.35 = 23.43.

The LSDA value, 23.68, differs from this by 0.25. This figure is for unrestricted Hartree-Fock, which, like LSDA, lets the two spins relax separately. Restricted open-shell Hartree-Fock gives B = 868.63 and R = 23.16, about 0.5 from the LSDA value. The two methods nearly agree on relaxation, although their eigenvalues differ by 891.78 − 824.66 = 67.12. For this level, the large difference between the eigenvalues is thus not a difference in relaxation.

The Hartree-Fock half hole has an error of 868.16 − 868.35 = −0.19. Since the frozen energy is linear in f, this error comes from relaxation.

**Part (e). What the half core hole captures**

Show how the half-hole eigenvalue includes relaxation, and split its LSDA error into a frozen-orbital part and a relaxation part. The expectation value of the Hamiltonian built from the frozen half-hole density gives

g_fr(1/2) = −⟨φ|h[ρ − n/2]|φ⟩ = 888.61.

Which terms of the functional produce the frozen part, and what sign does exchange give it?

**Model answer**

Let R(f) = E_fr(f) − E(f). Differentiation gives

R′(f) = g_fr(f) − g(f).

At f = 0 the frozen and self-consistent states coincide, so R(0) = 0 and R′(0) = 0. If R is smooth, its expansion begins at second order:

R(f) = af² + bf³ + …

Through third order, R(1) = a + b and R′(1/2) = a + 3b/4. The two differ only by b/4 in size, so if the cubic term is small, the slope at half a hole is close to the full relaxation energy. For neon,

R′(1/2) = 888.61 − 864.38 = 24.23,

or 24.22 from the unrounded values, compared with R(1) = 23.68. The half-hole eigenvalue overestimates relaxation by about 0.5.

Subtracting B = B_fr − R(1) from g(1/2) = g_fr(1/2) − R′(1/2) gives

g(1/2) − B = [g_fr(1/2) − B_fr] − [R′(1/2) − R(1)].

The first bracket is 888.61 − 886.34 = 2.27. With the second bracket, 24.22 − 23.68 = 0.54, the total is 1.73, in agreement with part (b) within rounding. The two errors partly cancel.

To identify the source of the first bracket, differentiate E_fr(f) from part (c):

g_fr(f) = −ε(0) + 2fU − ⟨φ|vxc↑[ρ↑ − fn, ρ↓]|φ⟩ + ⟨φ|vxc↑[ρ↑, ρ↓]|φ⟩.

At f = 1/2 the Hartree term is U, the same as in B_fr. It cancels in the difference, leaving

g_fr(1/2) − B_fr = −⟨φ|vxc↑[ρ↑ − n/2, ρ↓]|φ⟩ − Exc[ρ↑ − n, ρ↓] + Exc[ρ↑, ρ↓].

The frozen error is therefore due to exchange-correlation. For Slater exchange, vₓ↑ = −(6ρ↑/π)^(1/3), so exchange enters g_fr(f), apart from a constant, as

gₓ(f) = (6/π)^(1/3) ∫ n(ρ↑ − fn)^(1/3) dr.

Its second derivative for f < 1 is

gₓ″(f) = −(2/9)(6/π)^(1/3) ∫ n³(ρ↑ − fn)^(−5/3) dr < 0.

A concave function lies above its average at the midpoint, so exchange makes the half hole too large. The calculation gives 2.53 from exchange, and correlation reduces this to 2.27.

**Part (f). The DFT-1/2 correction**

DFT-1/2 adds to the Kohn-Sham potential the difference between the potentials of the half-ionized and the neutral atom. Find the resulting shift of the neon 1s binding energy and its division into self-interaction and relaxation. Why is the added potential cut off when it is placed on every atom of a crystal?

**Model answer**

Let v₀ and v₁/₂ be the self-consistent spin-up potentials at f = 0 and f = 1/2. The added potential is ΔV = v₁/₂ − v₀. In the isolated atom, with v₀ held fixed,

v₀ + ΔV = v₁/₂,

so the 1s eigenvalue becomes ε(1/2). The binding energy shifts by

g(1/2) − g(0) = 864.38 − 824.66 = 39.72.

The frozen part of this shift is 888.61 − 824.66 = 63.95, and relaxation removes 24.23. The correction for this core level is thus not a pure self-interaction correction: it is a larger frozen-orbital term, 63.95, reduced by a relaxation term of about 24.2. These numbers depend on holding v₀ fixed. If the same ΔV is added for both spins and the neutral atom is then made self-consistent, the electrons respond to the added potential and the shift falls to about 29.1.

Outside the atom, the half-ion has net charge +1/2. An electron there sees ΔV → −1/(2r), because the LSDA exchange-correlation potential vanishes with the density. The number of atoms in a shell of radius r in a crystal grows as r², so the sum of these tails diverges. The sum must therefore be made finite. A uniform compensating background would remove the divergence, but DFT-1/2 instead cuts each tail off, and the choice of cutoff is an additional ingredient that the isolated-atom calculation does not supply.

**Part (g). The self-interaction left in Delta-SCF**

Does Delta-SCF remove the self-interaction error of LSDA? Use the one-orbital energy Exc[n, 0] = −70.59 to find the residual error of the 1s orbital. Estimate its effect on B with the Perdew-Zunger correction at fixed LSDA orbitals, and assess the estimate.

**Model answer**

A single electron does not repel itself, so an exact functional would give U + Exc[n, 0] = 0. LSDA leaves

δ = U + Exc[n, 0] = 80.64 − 70.59 = 10.05.

The Perdew-Zunger functional subtracts such a term for each occupied orbital. At frozen orbitals the terms of the other electrons are the same before and after removal and cancel in the energy difference. The 1s term is subtracted from the initial state alone. This lowers the initial energy by δ and raises the removal energy to

B_fr + δ = 886.34 + 10.05 = 896.39.

Keeping the LSDA relaxation energy gives the estimate

B + δ = 862.66 + 10.05 = 872.71.

Delta-SCF therefore does not remove the whole error. It replaces an eigenvalue by a difference of LSDA energies, which accounts for S, but the initial energy still contains δ.

The corrected value lies 4.36 above the Hartree-Fock Delta-SCF result of 868.35, while the uncorrected value lies 5.69 below it. This comparison does not decide which is nearer the true binding energy, because Hartree-Fock omits correlation. The estimate also neglects the reoptimization of the orbitals under the corrected functional and the change of the other orbitals' self-interaction terms on relaxation. The second omission is not small: with the LSDA orbitals of each state and spherically averaged 2p densities, those terms grow on relaxation by about 2.7 in total, which lowers the estimate to about 870.0. The amount depends on how the 2p orbitals are represented: with the densities of real 2p orbitals the growth is about 1.5 and the estimate about 871.2.

The LSDA result is thus B = 862.7 eV, or 31.70 hartree. The total energies quoted in part (b) lie 0.0003 to 0.0004 hartree above the complete-basis limit, and B lies about 0.002 eV below it, so basis error is negligible beside the omitted relativity and the approximate functional. The numerical check confirms Janak's theorem by finite differences of the total energy, and the value of B by integrating the eigenvalue over f.

Table of computed values

```
Basis: 59 functions; functional: lda,vwn
Hartree in eV: 27.211386
LSDA ground-state energy: -128.233095 hartree
LSDA core-hole energy: -96.530931 hartree
LSDA Delta-SCF binding energy: 31.702164 hartree
Minus 1s eigenvalue, f=0: 824.662 eV
Minus 1s eigenvalue, f=1/2: 864.384 eV
Minus 1s eigenvalue, f=1: 891.427 eV
Delta-SCF binding energy B: 862.660 eV
Eight-point integral of minus eigenvalue: 862.660 eV
Two-point rule with f=0 and f=2/3: 863.330 eV
Energy slope at f=1/2: 864.385 eV
Frozen-orbital removal energy: 886.343 eV
Self-interaction term S: 61.680 eV
  Hartree part U: 80.635 eV
  exchange-correlation part of S: -18.955 eV
Relaxation energy R: 23.683 eV
Frozen minus eigenvalue, f=1/2: 888.608 eV
Relaxation in half-hole eigenvalue: 24.223 eV
DFT-1/2 shift g(1/2)-g(0): 39.722 eV
Half-hole error relative to B: 1.725 eV
  frozen exchange-correlation part: 2.265 eV
    exchange alone: 2.528 eV
  relaxation part: -0.540 eV
One-orbital LSDA xc energy: -70.590 eV
Residual one-electron error delta: 10.046 eV
Frozen removal energy plus delta: 896.389 eV
Estimate B plus delta: 872.706 eV
HF minus 1s eigenvalue: 891.781 eV
HF frozen-orbital removal energy: 891.781 eV
HF half-hole minus eigenvalue: 868.155 eV
HF Delta-SCF binding energy: 868.348 eV
HF relaxation energy: 23.433 eV
HF self-interaction term: 3.9e-07 eV in size
Basis change in B: 0.00016 eV
Basis change in 1s eigenvalue: -0.00025 eV
```
